**Hönl-London factors and the Condon factorization for singlet Σ–Σ and Π–Σ bands, with H₂ B–X and C–X as example**

For Born-Oppenheimer singlet levels of definite parity the line strength is $S=\left|\int\chi'\mu_e\chi''dR\right|^2S_J\approx\mu_e(\bar R)^2\,q\,S_J$, where $\chi$ are radial functions, $\mu_e=\langle\Sigma'|\mu_z|\Sigma''\rangle$ or $\langle\Pi_x|\mu_x|\Sigma\rangle$, $q$ is the Franck-Condon factor, $\bar R$ the R-centroid and $J$ the lower rotational number. The factors for P, Q, R are $J,\ 0,\ J+1$ (sum $2J+1$) for Σ–Σ and $J-1$ (e), $2J+1$ (f), $J+2$ (e) (sum $2(2J+1)$) for Π←Σ⁺. The program asserts these forms by sphere quadrature, for Π both with rotation matrices from $\exp(-i\beta J_y)$ and with vector harmonics, asserts that the two sets of Π functions coincide up to a phase, checks the e/f parities on the rotation-matrix functions and the lower- and upper-level sum rules on the quadrature strengths, and compares the weights with $3j$ symbols and with a diagonalization of $\mathbf j\cdot\mathbf s$. It asserts its two-electron CI against the PySCF FCI matrix in a small basis and against the separated-atom limit, the $L_z$ values and spherical dipole elements of the Π states, and the radial solver against the Poisson factors of displaced oscillators. For H₂ (full CI, 8s5p even-tempered basis, sinc-DVR) it asserts that the centroid form is within 3% of the full radial integral for three bands and that first-order theory gives the centrifugal change of an overlap within 10%. The output shows centroid errors below 1%, errors of 10 to 34% when the moment is fixed at $R_e$(X), and deviations up to 2.5% of the rotationless centroid form from the line-by-line values in the lines from $J=2$, for which wavenumber, $S$, $f$ and $A$ are listed. B–C rotational mixing and adiabatic corrections are not included.

## Program and output

```python
# Line strength S = sum over M', M'', polarization of |<upper|mu|lower>|^2 for singlet
# diatomic bands:  S = |int chi' mu_e chi'' dR|^2 * S_J  ~  mu_e(Rbar)^2 * q * S_J.
# J = lower rotational number, Jp = upper, L = Lambda, q = Franck-Condon factor,
# Rbar = R-centroid. Hoenl-London factors (parity levels, mu_perp = <Pi_x|mu_x|Sigma>):
#   Sigma-Sigma: P = J, Q = 0, R = J+1, sum 2J+1
#   Pi<-Sigma  : P = J-1 (e), Q = 2J+1 (f), R = J+2 (e), sum 2(2J+1)
# Example: H2 B-X and C-X, full CI, even-tempered 8s5p basis. Atomic units inside.
import numpy as np, sympy as sp
from math import factorial, pi, sqrt, exp
from functools import lru_cache
from scipy import constants as sc
from scipy.special import lpmv
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize_scalar
from sympy.physics.wigner import wigner_3j
from pyscf import gto, ao2mo, fci

@lru_cache(None)
def tj(*a): return float(wigner_3j(*a))

def hl(L, Jp, J):
    if Jp < L: return 0.0
    return float(({-1: J, 0: 0, 1: J+1} if L == 0 else {-1: J-1, 0: 2*J+1, 1: J+2})[Jp-J])

def angmom(J):
    m = np.arange(-J, J+1.0)
    up = np.diag(np.sqrt(J*(J+1)-m[:-1]*(m[:-1]+1)), -1)
    return (up+up.T)/2, (up-up.T)/2j, np.diag(m)

# ---- moments of J.s and closed-form weights
Js = sp.symbols('J', positive=True); w3 = sp.symbols('wP wQ wR'); xs = (-(Js+1), -1, Js)
for q, second in ((0, Js*(Js+1)), (1, Js*(Js+1)/2)):
    sol = sp.solve([sum(w3)-1, sum(w*x for w, x in zip(w3, xs)),
                    sum(w*x**2 for w, x in zip(w3, xs))-second], w3)
    print("signed-Lambda factors P,Q,R, q=%d:" % q, [sp.factor((2*Js+1)*sol[w]) for w in w3])
    for J in range(1, 9):
        X = sum(np.kron(a, b) for a, b in zip(angmom(J), angmom(1)))
        k = 3*J+q+1
        assert abs(X[k, k]) < 1e-12 and abs((X@X)[k, k]-float(second.subs(Js, J))) < 1e-10
        ev, U = np.linalg.eigh(X)
        for d, w, x in zip((-1, 0, 1), w3, (-(J+1), -1, J)):
            wn = (abs(U[k, abs(ev-x) < 1e-8])**2).sum()
            assert abs(wn-float(sol[w].subs(Js, J))) < 1e-10
            assert abs(wn-(2*(J+d)+1)*tj(J+d, 1, J, -q, q, 0)**2) < 1e-10
            assert abs((1+q)*(2*J+1)*wn-hl(q, J+d, J)) < 1e-9

# ---- quadrature on the sphere
xg, wg = np.polynomial.legendre.leggauss(20); th = np.arccos(xg)
ph = 2*pi*np.arange(24)/24; W = np.outer(wg, np.full(24, 2*pi/24))
T, P = np.meshgrid(th, ph, indexing='ij')
nv = np.array([np.sin(T)*np.cos(P), np.sin(T)*np.sin(P), np.cos(T)])
et = np.array([np.cos(T)*np.cos(P), np.cos(T)*np.sin(P), -np.sin(T)])
ef = np.array([-np.sin(P), np.cos(P), 0*P])

@lru_cache(None)
def dmat(J):
    ev, V = np.linalg.eigh(angmom(J)[1])
    return np.einsum('ak,tk,bk->tab', V, np.exp(-1j*np.outer(th, ev)), V.conj()).real
def Dstar(J, M, L): return dmat(J)[:, M+J, L+J][:, None]*np.exp(1j*M*P)
def rot(J, L, M): return sqrt((2*J+1)/(4*pi))*Dstar(J, M, L)
def spherical(v): return {1: -(v[0]+1j*v[1])/sqrt(2), 0: v[2], -1: (v[0]-1j*v[1])/sqrt(2)}

body = (0.3, -1.1, 0.7); space = spherical(body[0]*et+body[1]*ef+body[2]*nv)
for p in (-1, 0, 1):
    assert abs(space[p]-sum(Dstar(1, p, q)*spherical(body)[q] for q in (-1, 0, 1))).max() < 1e-12
for J in range(4):
    for Jp in range(max(0, J-1), J+2):
        for L in range(-min(J, 1), min(J, 1)+1):
            for q in (-1, 0, 1):
                for M in range(-J, J+1):
                    for p in (-1, 0, 1):
                        if abs(L+q) > Jp or abs(M+p) > Jp: continue
                        a = (W*rot(Jp, L+q, M+p).conj()*Dstar(1, p, q)*rot(J, L, M)).sum()
                        b = sqrt((2*J+1)*(2*Jp+1))*(-1.0)**(M+p-L-q)*tj(Jp, 1, J, -M-p, p, M)*tj(Jp, 1, J, -L-q, q, L)
                        assert abs(a-b) < 1e-11

def theta(J, M, t):
    m = abs(M)
    return (-1.0)**(m if M < 0 else 0)*sqrt((2*J+1)/(4*pi)*factorial(J-m)/factorial(J+m))*lpmv(m, J, np.cos(t))
def Y(J, M): return theta(J, M, T)*np.exp(1j*M*P)
def grad_curl(J, M, h=1e-5):
    a = (theta(J, M, T+h)-theta(J, M, T-h))/(2*h)*np.exp(1j*M*P); b = 1j*M*Y(J, M)/np.sin(T)
    return (a*et+b*ef)/sqrt(J*(J+1)), (a*ef-b*et)/sqrt(J*(J+1))
def signed(J, L, M): return rot(J, L, M)*(-L)*(et+1j*L*ef)/sqrt(2)
def combo(J, M, s): return (signed(J, 1, M)+s*signed(J, -1, M))/sqrt(2)
def strength(F, J):
    low = np.array([Y(J, M)*W for M in range(-J, J+1)]).reshape(2*J+1, -1)
    F = np.array(F); amp = F.conj().reshape(F.shape[0], 3, -1)@low.T
    s = (abs(amp)**2).sum(axis=(0, 2))
    assert np.ptp(s) < 1e-6
    return s.sum()

for J in range(1, 7):
    for M in range(-J, J+1):
        assert abs(Y(J, M)-rot(J, 0, M)).max() < 1e-11
        for s, F in zip((1, -1), grad_curl(J, M)):
            G = combo(J, M, s)
            assert abs(-np.roll(G[:, ::-1, :], 12, axis=2)-s*(-1)**J*G).max() < 1e-11
            assert abs(abs((W*G.conj()*F).sum())-1) < 1e-6
SJ = {}
for J in range(6):
    for Jp in range(7):
        Ms = range(-Jp, Jp+1); near = abs(Jp-J) <= 1
        SJ['S', Jp, J] = strength([nv*Y(Jp, M) for M in Ms], J)
        assert abs(SJ['S', Jp, J]-(hl(0, Jp, J) if near else 0)) < 1e-10
        SJ['e', Jp, J] = SJ['f', Jp, J] = 0.0
        if Jp == 0: continue
        ref = hl(1, Jp, J) if near else 0
        assert abs(strength([signed(Jp, 1, M) for M in Ms], J)-ref/2) < 1e-10
        for i, (nm, s) in enumerate((('e', 1), ('f', -1))):
            SJ[nm, Jp, J] = strength([combo(Jp, M, s) for M in Ms], J)
            target = ref if (Jp == J) == (nm == 'f') else 0
            assert abs(SJ[nm, Jp, J]-target) < 1e-10
            assert abs(strength([grad_curl(Jp, M)[i] for M in Ms], J)-target) < 1e-6
    assert abs(sum(SJ['S', k, J] for k in range(7))-(2*J+1)) < 1e-10
    assert abs(sum(SJ['e', k, J]+SJ['f', k, J] for k in range(7))-2*(2*J+1)) < 1e-10
for Jp in range(1, 5):
    for nm in 'Sef': assert abs(sum(SJ[nm, Jp, J] for J in range(6))-(2*Jp+1)) < 1e-10
for J in range(4):
    a = [SJ.get(('S', J+d, J), 0.0) for d in (-1, 0, 1)]
    b = [SJ.get(('e', J-1, J), 0.0), SJ['f', J, J], SJ['e', J+1, J]]
    print("J=%d quadrature  Sigma P,Q,R,sum: %.3f %.3f %.3f %.3f | Pi: %.3f %.3f %.3f %.3f" % (J, *a, sum(a), *b, sum(b)))

# ---- two-electron singlet full CI for H2
def h2(R, ns=8, npf=5, a0=0.02):
    bas = [[0, [a0*3**k, 1.0]] for k in range(ns)]+[[1, [a0*3**k, 1.0]] for k in range(npf)]
    mol = gto.M(atom=[['H', (0, 0, -R/2)], ['H', (0, 0, R/2)]], unit='Bohr', basis={'H': bas}, verbose=0)
    n = mol.nao//2; kind = [l[3] for l in mol.ao_labels(fmt=False)[:n]]
    S = mol.intor('int1e_ovlp'); h = mol.intor('int1e_kin')+mol.intor('int1e_nuc')
    C, eps, sym = [], [], []
    for ks, sx, sy in ((('', 'z'), 1, 1), (('x',), -1, 1), (('y',), 1, -1)):
        idx = [i for i in range(n) if kind[i] in ks]
        for g in (1, -1):
            A = np.zeros((2*n, len(idx)))
            for c, i in enumerate(idx):
                A[i, c] = 1/sqrt(2); A[i+n, c] = g*(1 if kind[i] == '' else -1)/sqrt(2)
            s, U = np.linalg.eigh(A.T@S@A); keep = s > 1e-6
            A = A@(U[:, keep]/np.sqrt(s[keep])); e, V = np.linalg.eigh(A.T@h@A)
            C.append(A@V); eps += list(e); sym += [(sx, sy, g)]*len(e)
    C = np.ascontiguousarray(np.hstack(C)); eps = np.array(eps); sym = np.array(sym); m = len(eps)
    eri = ao2mo.restore(1, ao2mo.incore.full(mol.intor('int2e', aosym='s8'), C), m)
    I0, J0 = np.triu_indices(m)
    def solve(target, root=0):
        sel = (sym[I0]*sym[J0] == np.array(target)).all(axis=1); I, K = I0[sel], J0[sel]
        N = 1/np.sqrt(2.0*(1+(I == K))); i, k = I[:, None], K[:, None]
        H = 2*np.outer(N, N)*(eri[i, i.T, k, k.T]+eri[i, k.T, k, i.T])+np.diag(eps[I]+eps[K])
        e, V = np.linalg.eigh(H); c = np.zeros((m, m)); c[I, K] = V[:, root]*N
        return e[root], c+c.T
    dip = -np.array([C.T@r@C for r in mol.intor('int1e_r')])
    curl = mol.intor('int1e_cg_irxp')[2]
    curl = -curl*np.sign(curl[kind.index('y'), kind.index('x')])   # (x d/dy - y d/dx) x = -y
    return solve, dip, -1j*(C.T@curl@C), eps, eri
def one(a, O, b): return 2*np.sum(a.conj()*(O@b))
SYM = {'X': (1, 1, 1), 'B': (1, 1, -1), 'C': (-1, 1, -1)}

solve, dip, Lz, eps, eri = h2(1.4, 3, 1, 0.2)
full = np.linalg.eigvalsh(fci.direct_spin1.pspace(np.diag(eps), eri, len(eps), (1, 1), np=len(eps)**2)[1])
assert abs(full[0]-solve(SYM['X'])[0]) < 1e-9
for s in 'BC': assert abs(full-solve(SYM[s])[0]).min() < 1e-9
solve, dip, Lz, eps, eri = h2(30.0)
(eX, cX), (eC, cC) = solve(SYM['X']), solve(SYM['C'])
mu_far, mu_at = abs(one(cC, dip[0], cX)), sqrt(2)*128*sqrt(2)/243
assert abs(eX+1/30+1) < 2e-3 and abs(eC+1/30+0.625) < 2e-3      # basis-set error
assert abs(mu_far/mu_at-1) < 0.02
print("mu_perp at R=30 a0: %.4f e a0; separated atoms %.4f e a0" % (mu_far, mu_at))
solve, dip, Lz, eps, eri = h2(1.4)
(eX, cX), (eB, cB), (ex, cx), (ey, cy) = [solve(s) for s in (SYM['X'], SYM['B'], SYM['C'], (1, -1, -1))]
cx = cx*np.sign(one(cx, dip[0], cX)); cy = cy*np.sign(one(cy, dip[1], cX)); mperp = one(cx, dip[0], cX)
assert abs(ex-ey) < 1e-8 and mperp > 0.3
for L in (1, -1):
    cL = -L*(cx+1j*L*cy)/sqrt(2)
    assert abs(one(cL, Lz, cL)-L) < 1e-6
    for q in (1, 0, -1): assert abs(one(cL, spherical(dip)[q], cX)-(mperp if q == L else 0)) < 1e-6
assert max(abs(one(cB, dip[0], cX)), abs(one(cB, dip[1], cX))) < 1e-9
for r in range(6):      # states odd under both reflections (Sigma-minus and Delta, u)
    assert max(abs(one(solve((-1, -1, -1), r)[1], d, cX)) for d in dip) < 1e-9
print("R=1.4 a0: E(X,B,C) = %.5f %.5f %.5f Eh" % (eX+1/1.4, eB+1/1.4, ex+1/1.4))
print("R=1.4 a0: mu_par %.4f, mu_perp %.4f e a0" % (abs(one(cB, dip[2], cX)), mperp))

Rs = np.array([0.55, 0.7, 0.85, 1.0, 1.15, 1.3, 1.45, 1.6, 1.8, 2.0, 2.2, 2.4, 2.7, 3.0,
               3.4, 3.8, 4.3, 4.8, 5.4, 6.0, 7.0, 8.0]); rows = []
for R in Rs:
    solve, dip, Lz, eps, eri = h2(R); st = {s: solve(SYM[s]) for s in 'XBC'}
    rows.append([st[s][0] for s in 'XBC']+[abs(one(st['B'][1], dip[2], st['X'][1])), abs(one(st['C'][1], dip[0], st['X'][1]))])
rows = np.array(rows)
assert rows[Rs < 4, 3:].min() > 0.3      # no sign change where the lower level lives
Eel = {s: CubicSpline(Rs, rows[:, i]) for i, s in enumerate('XBC')}
mu = {'B': CubicSpline(Rs, rows[:, 3]), 'C': CubicSpline(Rs, rows[:, 4])}

# ---- radial problem
mass = sc.m_p/sc.m_e/2; dx = 0.04; x = np.arange(0.55, 8.0, dx)
dd = np.subtract.outer(np.arange(len(x)), np.arange(len(x)))
Tk = np.where(dd == 0, pi**2/3, 2*(-1.0)**dd/np.where(dd == 0, 1, dd)**2)/(2*mass*dx**2)
U1 = np.linalg.eigh(Tk+np.diag(0.5*mass*1e-4*(x-3.0)**2))[1]
U2 = np.linalg.eigh(Tk+np.diag(0.5*mass*1e-4*(x-3.5)**2))[1]
hr = mass*0.01*0.25/2
for v in range(9): assert abs((U2[:, v]@U1[:, 0])**2-exp(-hr)*hr**v/factorial(v)) < 1e-8
@lru_cache(None)
def levels(s, rotk): return np.linalg.eigh(Tk+np.diag(Eel[s](x)+1/x+rotk/(2*mass*x**2)))
cm = sc.physical_constants['hartree-inverse meter relationship'][0]/100
Eh = sc.physical_constants['Hartree energy'][0]; ea0 = sc.e*sc.physical_constants['Bohr radius'][0]
Re = {s: minimize_scalar(lambda r: float(Eel[s](r))+1/r, bounds=(1, 3.5), method='bounded').x for s in 'XBC'}
print("reduced mass %.3f m_e; DVR step %.2f a0, %d points" % (mass, dx, len(x)))
print("R_e(X,B,C) = %.3f %.3f %.3f a0" % (Re['X'], Re['B'], Re['C']))
x0 = levels('X', 0)[1][:, 0]
for s in 'BC':
    qs = (levels(s, 0)[1][:, :10].T@x0)**2
    print("q(%s v'=0..9, v''=0):" % s, " ".join("%.4f" % a for a in qs), "sum %.4f" % qs.sum())
band = {}
for s, v in (('B', 0), ('B', 7), ('C', 1)):
    u = levels(s, 0)[1][:, v]; ov = u@x0; Rb = u@(x*x0)/ov; M2 = (u@(mu[s](x)*x0))**2
    mb, me = float(mu[s](Rb)), float(mu[s](Re['X'])); band[s, v] = mb**2*ov**2
    print("%s %d-0: q %.5f, Rbar %.3f a0, mu(Rbar) %.4f, mu(Re X) %.4f e a0" % (s, v, ov**2, Rb, mb, me))
    print("   M^2 exact %.5f, centroid %.5f, at Re X %.5f (e a0)^2" % (M2, band[s, v], me**2*ov**2))
    assert abs(band[s, v]/M2-1) < 0.03
    if v == 0: assert abs(band[s, v]-M2) < 0.2*abs(me**2*ov**2-M2)
eX0, UX = levels('X', 0); u = levels('B', 0)[1][:, 0]
x1 = levels('X', 2)[1][:, 0]; x1 = x1*np.sign(x1@x0)
pt = UX[:, 1:]@((UX[:, 1:].T@(2/(2*mass*x**2)*x0))/(eX0[0]-eX0[1:]))
exact, first = (u@x1)/(u@x0)-1, (u@pt)/(u@x0)
assert abs(first/exact-1) < 0.1          # second-order terms remain
print("B 0-0 overlap change J''=0->1: exact %.4f, first order %.4f (relative)" % (exact, first))

J = 2; eJ, UJ = levels('X', J*(J+1)); low = UJ[:, 0]
print("lines from X v''=0 J''=%d: nu cm^-1, S_J, q, M^2, S, S factored (e a0)^2, f, A s^-1" % J)
for s, v, L in (('B', 7, 0), ('C', 1, 1)):
    tot = 0.0
    for d, nm in ((-1, 'P'), (0, 'Q'), (1, 'R')):
        Jp = J+d; sj = SJ['S', Jp, J] if L == 0 else SJ['e', Jp, J]+SJ['f', Jp, J]
        e, U = levels(s, Jp*(Jp+1)-L*L); Mv2 = (U.T@(mu[s](x)*low))**2; tot += sj*Mv2.sum()
        if hl(L, Jp, J) == 0: continue
        om = e[v]-eJ[0]; S = Mv2[v]*hl(L, Jp, J)
        A = 4*sc.alpha**3*om**3*S/(3*(2*Jp+1))*Eh/sc.hbar
        Asi = (om*Eh/sc.hbar)**3*S*ea0**2/(3*pi*sc.epsilon_0*sc.hbar*sc.c**3*(2*Jp+1))
        assert abs(A/Asi-1) < 1e-7
        print("%s %d-0 %s(%d): %.0f %.0f %.5f %.5f %.4f %.4f %.5f %.3e" % (s, v, nm, J, om*cm, sj,
              (U[:, v]@low)**2, Mv2[v], S, band[s, v]*hl(L, Jp, J), 2*om*S/(3*(2*J+1)), A))
    m2 = low@(mu[s](x)**2*low)
    assert abs(tot-(1+L)*(2*J+1)*m2) < 1e-8
    print("%s-X: <mu^2> %.4f, total S over all v',J' %.4f (e a0)^2" % (s, m2, tot))
print("1 (e a0)^2 = %.4f D^2" % (ea0*sc.c*1e21)**2)
print("all tests passed")
```

It prints:

```
signed-Lambda factors P,Q,R, q=0: [J, 0, J + 1]
signed-Lambda factors P,Q,R, q=1: [(J - 1)/2, (2*J + 1)/2, (J + 2)/2]
J=0 quadrature  Sigma P,Q,R,sum: 0.000 0.000 1.000 1.000 | Pi: 0.000 0.000 2.000 2.000
J=1 quadrature  Sigma P,Q,R,sum: 1.000 0.000 2.000 3.000 | Pi: 0.000 3.000 3.000 6.000
J=2 quadrature  Sigma P,Q,R,sum: 2.000 0.000 3.000 5.000 | Pi: 1.000 5.000 4.000 10.000
J=3 quadrature  Sigma P,Q,R,sum: 3.000 0.000 4.000 7.000 | Pi: 2.000 7.000 5.000 14.000
mu_perp at R=30 a0: 1.0520 e a0; separated atoms 1.0535 e a0
R=1.4 a0: E(X,B,C) = -1.17184 -0.70495 -0.68660 Eh
R=1.4 a0: mu_par 0.9828, mu_perp 0.7271 e a0
reduced mass 918.076 m_e; DVR step 0.04 a0, 187 points
R_e(X,B,C) = 1.401 2.409 1.948 a0
q(B v'=0..9, v''=0): 0.0050 0.0170 0.0339 0.0516 0.0667 0.0769 0.0818 0.0819 0.0783 0.0723 sum 0.5653
q(C v'=0..9, v''=0): 0.1256 0.1958 0.1907 0.1516 0.1086 0.0737 0.0487 0.0319 0.0208 0.0136 sum 0.9609
B 0-0: q 0.00501, Rbar 1.806 a0, mu(Rbar) 1.2130, mu(Re X) 0.9835 e a0
   M^2 exact 0.00732, centroid 0.00737, at Re X 0.00484 (e a0)^2
B 7-0: q 0.08189, Rbar 1.516 a0, mu(Rbar) 1.0494, mu(Re X) 0.9835 e a0
   M^2 exact 0.09026, centroid 0.09017, at Re X 0.07921 (e a0)^2
C 1-0: q 0.19577, Rbar 1.588 a0, mu(Rbar) 0.7671, mu(Re X) 0.7273 e a0
   M^2 exact 0.11493, centroid 0.11519, at Re X 0.10357 (e a0)^2
B 0-0 overlap change J''=0->1: exact 0.0128, first order 0.0128 (relative)
lines from X v''=0 J''=2: nu cm^-1, S_J, q, M^2, S, S factored (e a0)^2, f, A s^-1
B 7-0 P(2): 98202 2 0.08273 0.09152 0.1830 0.1803 0.01092 1.171e+08
B 7-0 R(2): 98350 3 0.08022 0.08985 0.2696 0.2705 0.01611 7.423e+07
B-X: <mu^2> 1.0385, total S over all v',J' 5.1926 (e a0)^2
C 1-0 P(2): 101071 1 0.20092 0.11815 0.1182 0.1152 0.00725 8.239e+07
C 1-0 Q(2): 101187 5 0.19664 0.11582 0.5791 0.5760 0.03560 2.431e+08
C 1-0 R(2): 101360 4 0.19027 0.11234 0.4494 0.4608 0.02767 1.354e+08
C-X: <mu^2> 0.5458, total S over all v',J' 5.4581 (e a0)^2
1 (e a0)^2 = 6.4605 D^2
all tests passed
```
